# Spin injection from a ferromagnetic metal: resistance mismatch and the tunnel barrier

## 1. Two wires in parallel

Let spin-up and spin-down electrons travel in two separate wires, joined at both ends. Each wire has a piece in a ferromagnetic metal F followed by a piece in a non-magnetic channel N. The pieces have resistances (times area) $R_\uparrow$ and $R_\downarrow$ in F, and the same $R_N$ for both spins in N. Both wires carry the same voltage, so the currents are inversely proportional to the total resistances:

$$P_j\equiv\frac{J_\uparrow-J_\downarrow}{J_\uparrow+J_\downarrow}=\frac{(R_\downarrow+R_N)-(R_\uparrow+R_N)}{R_\uparrow+R_\downarrow+2R_N}=\frac{R_\downarrow-R_\uparrow}{R_\uparrow+R_\downarrow+2R_N}.$$

The numerator contains no $R_N$; the denominator does. If $R_N$ is much larger than both $R_\uparrow$ and $R_\downarrow$, the two wires are nearly equal and the current is nearly unpolarised. A further series resistance makes the current polarised again if its values in the two wires differ by an amount comparable with the total resistance of a wire.

In a real junction spin flips connect the wires everywhere. It remains to find which length of each material counts.

## 2. Transport with spin flips

F fills $x<0$ and N fills $x>0$. Let $J_s$ be $e$ times the number flux of electrons of spin $s$ towards $+x$; the conventional current has the opposite sign. Let $u_s$ be the electrochemical potential divided by $e$, and $\Delta=u_\uparrow-u_\downarrow$ the spin splitting. For diffusive transport in linear response, with collinear spins,

$$J_s=-\sigma_s\frac{du_s}{dx},\qquad \frac{dJ_\uparrow}{dx}=-\frac{dJ_\downarrow}{dx}=-G\Delta .$$

The second relation says that spin flips drain the channel of higher potential; $G$ is a conductance per volume. The total $J=J_\uparrow+J_\downarrow$ is therefore uniform.

Write $\sigma_{\uparrow,\downarrow}=\sigma(1\pm P)/2$ and $J_{\uparrow,\downarrow}=(J\pm J_m)/2$. Subtracting the two transport equations gives

$$-\Delta'=\frac{J_\uparrow}{\sigma_\uparrow}-\frac{J_\downarrow}{\sigma_\downarrow}
=\frac{(J+J_m)(1-P)-(J-J_m)(1+P)}{\sigma(1-P^2)}
=\frac{2(J_m-PJ)}{\sigma(1-P^2)}.$$

Differentiate once more and use $J_m'=-2G\Delta$:

$$\Delta''=\frac{\Delta}{L^2},\qquad L^2=\frac{\sigma(1-P^2)}{4G}.$$

The splitting decays over the spin diffusion length $L$. With the spin resistance

$$r=\frac{L}{\sigma(1-P^2)}$$

the first-order equation becomes $-\Delta'=(2r/L)(J_m-PJ)$.

For a non-degenerate channel of electron density $n$, $G$ follows from the decay time $\tau$ of the spin density $s=n_\uparrow-n_\downarrow$. Boltzmann statistics and neutrality give $s=ne\Delta/(2kT)$ for small $\Delta$. One flip changes $s$ by 2, so the net flip rate is $s/(2\tau)$, and $G\Delta=es/(2\tau)$ yields $G=e^2n/(4kT\tau)$. With $P=0$, $\sigma_N=en\mu$ and $D=\mu kT/e$,

$$L_N^2=\frac{\sigma_N}{4G}=\frac{\mu kT\tau}{e}=D\tau .$$

## 3. What each part demands or supplies

Let both sides be much thicker than their $L$, and let $P_j=J_m(0)/J$.

**The channel.** Here $\Delta=\Delta_Ne^{-x/L_N}$, so $-\Delta'(0)=\Delta_N/L_N$ and

$$\Delta_N=2r_NP_jJ,\qquad r_N=L_N/\sigma_N .$$

A polarised current requires a splitting in N, because equal conductivities carry unequal currents only under unequal driving forces.

**The ferromagnet.** Here $\Delta=\Delta_Fe^{x/L_F}$, so $-\Delta'(0)=-\Delta_F/L_F$ and

$$\Delta_F=2r_F(P_F-P_j)J .$$

For $0\le P_j\le P_F$ the splitting is at most $2r_FP_FJ$, reached when the current leaving F is unpolarised. Inserting the profile into the first-order equation gives

$$\frac{J_m(x)}{J}=P_F-(P_F-P_j)e^{x/L_F}\qquad(x<0),$$

so the polarisation changes from $P_F$ to $P_j$ inside F, over a distance of about $L_F$ from the contact.

**The contact.** Without spin flips at the interface, $J_s=\Sigma_s(u_{s,F}-u_{s,N})$, with $\Sigma_{\uparrow,\downarrow}=\Sigma(1\pm P_c)/2$. The algebra of section 2, with $\Sigma$ in place of $\sigma$, gives

$$\Delta_F-\Delta_N=\frac{J_\uparrow}{\Sigma_\uparrow}-\frac{J_\downarrow}{\Sigma_\downarrow}=2r_c(P_j-P_c)J,\qquad r_c=\frac{a_c}{1-P_c^2},$$

where $a_c=1/\Sigma$ is the contact resistance times area. If $P_j<P_c$, the contact raises the splitting on the N side: the two spins suffer different voltage drops.

Insert $\Delta_F$ and $\Delta_N$ and divide by $2J$:

$$r_F(P_F-P_j)-r_NP_j=r_c(P_j-P_c).$$

Collecting the terms in $P_j$,

$$\boxed{P_j=\frac{r_FP_F+r_cP_c+r_N\cdot 0}{r_F+r_c+r_N}}$$

This is an average of three polarisations, $P_F$, $P_c$ and zero, weighted by spin resistances. It agrees with the two-wire picture if each wire has length $L$ in each material: in F, $R_\downarrow-R_\uparrow=4r_FP_F$ and $R_\uparrow+R_\downarrow=4r_F$, while $2R_N=4r_N$.

As a test, the loop equations of a resistor network with distributed spin-flip links were solved for 30 random junctions. Polarisations lay between $-0.9$ and $0.9$, conductivities and lengths between 0.2 and 5, and $a_c$ between 0.1 and 10, in common arbitrary units. The largest absolute difference in $P_j$ was $4\times10^{-6}$.

## 4. The weight of the ferromagnet

For a transparent contact, $r_c=0$ and

$$P_j=P_F\frac{r_F}{r_F+r_N}\simeq P_F\frac{r_F}{r_N}\quad(r_N\gg r_F).$$

Take 300 K and a metal with $\sigma_F=10^7$ S/m, $P_F=0.4$, $L_F=40$ nm:

$$r_F=\frac{40\times10^{-9}}{10^7\times0.84}=4.76\times10^{-15}\ \Omega\,\mathrm{m^2}.$$

The channel has $n=10^{22}$ m$^{-3}$, $\mu=0.5$ m$^2$/(V s) and $\tau=1$ ns. Then $\sigma_N=801$ S/m, $D=0.0129$ m$^2$/s, $L_N=3.60$ µm and

$$r_N=\frac{3.595\times10^{-6}}{801.1}=4.49\times10^{-9}\ \Omega\,\mathrm{m^2}.$$

Hence $r_F/r_N=1.06\times10^{-6}$ and $P_j=4.2\times10^{-7}$. At $J=10^5$ A/m$^2$, a current with $P_j=P_F$ would need a splitting of 0.36 mV in N. The metal can supply at most 0.38 nV.

The mismatch is a product of three factors,

$$\frac{r_N}{r_F}=\frac{\sigma_F}{\sigma_N}\,\frac{L_N}{L_F}\,(1-P_F^2)=1.25\times10^4\times90\times0.84=9.4\times10^5,$$

so the conductivity ratio alone does not account for it. Two other transparent junctions with the same metal illustrate this:

- A channel with the conductivity of F but $L_N=4$ µm gives $P_j=0.0047$. Matching the conductivities is not sufficient.
- A metallic channel with $5\times10^7$ S/m and 400 nm gives $P_j=0.15$. Here $r_N$ is comparable with $r_F$, and injection works without a barrier.

There is also an escape through F itself. At fixed $L_F$, $r_F$ diverges as $P_F\to1$, because the metal then has almost no minority channel through which to depolarise the current. For $P_j=1/2$ with $P_F\simeq1$ one needs $r_F\simeq r_N$. Since $1-P_F^2\simeq2(1-P_F)$,

$$1-P_F\simeq\frac{L_F}{2\sigma_Fr_N}=\frac{4\times10^{-15}}{2\times4.49\times10^{-9}}=4.5\times10^{-7}.$$

A metal with $P_F=0.99$ falls far short of this. If $G$ rather than $L_F$ stays fixed, $L_F$ shrinks as $P_F\to1$ and the requirement is stricter still.

## 5. The weight of the contact

**Resistance without selectivity.** If $P_c=0$, the contact adds to the denominator alone. With $a_c=5\times10^{-8}\ \Omega\,$m$^2$, $P_j$ falls to $3.5\times10^{-8}$, a factor of 12 below the transparent case.

**Resistance with selectivity.** If $r_c\gg r_N,r_F$ and $P_c$ is not negligible, $P_j\to P_c$. The barrier restores its own polarisation, not that of the bulk metal. Setting $P_j=P_c/2$ in the boxed result with $P_c>0$ gives

$$P_Fr_F+P_cr_c=\tfrac12P_c(r_F+r_N+r_c)\;\Rightarrow\; r_c=r_N+r_F-\frac{2P_Fr_F}{P_c}.$$

In the example this is $r_N$ to the digits given. The table varies $a_c$ alone and holds $P_c$ at 0.311, the value found for an opaque barrier in section 6:

| $a_c$ (Ω m²) | $P_j$ |
|---|---|
| $10^{-11}$ | 0.00077 |
| $10^{-10}$ | 0.0075 |
| $10^{-9}$ | 0.062 |
| $10^{-8}$ | 0.22 |
| $10^{-7}$ | 0.30 |

For $a_c=5\times10^{-8}\ \Omega\,$m$^2$ ($5\times10^{-4}\ \Omega\,$cm$^2$), $r_c=5.54\times10^{-8}\ \Omega\,$m$^2$. The contact's weight is

$$\frac{r_c}{r_F+r_c+r_N}=\frac{5.54}{5.54+0.45}=0.925,$$

so $P_j=0.925\times0.311=0.29$, which is $6.8\times10^5$ times the value for the transparent contact. The splitting in N at $10^5$ A/m$^2$ is 0.26 mV, and nearly all of it arises across the barrier. The price is a voltage of about $Ja_c=5$ mV.

The first row of the table also matters, although so low a value requires a heavily doped layer under the metal (section 8). An ohmic contact is one with a linear, low-resistance characteristic, and this does not make it transparent in the sense of section 4. Even at $10^{-11}\ \Omega\,$m$^2$, $r_c$ is far larger than $r_F$, so any appreciable selectivity of the contact outweighs the bulk metal. Injection remains poor because $r_c\ll r_N$.

## 6. Why tunnelling suits the task

The contact needs a large resistance and a polarisation that survives as the resistance grows. Consider a rectangular barrier of thickness $d$ at normal incidence, with equal masses. The wavevector is $k$ in F (different for each spin) and $q$ in N, and $\kappa=\sqrt{2m\phi}/\hbar$, with $\phi$ the barrier height above the electron energy.

For $e^{-2\kappa d}\ll1$, the wave reflected at the far side can be ignored at the entrance. Matching an incident wave of unit amplitude to $Ae^{-\kappa x}$ gives $1+\rho=A$ and $ik(1-\rho)=-\kappa A$, where $\rho$ is the reflected amplitude. Dividing the second equation by $ik$ and adding the first,

$$2=A\left(1+\frac{i\kappa}{k}\right),\qquad |A|^2=\frac{4k^2}{k^2+\kappa^2}.$$

At the exit, with a growing component $B$ and transmitted amplitude $t$, $Ae^{-\kappa d}+B=t$ and $\kappa(B-Ae^{-\kappa d})=iqt$. Eliminating $B$ gives $2\kappa Ae^{-\kappa d}=(\kappa-iq)t$. The transmission probability is

$$T=\frac qk|t|^2=\frac{16\,kq\kappa^2e^{-2\kappa d}}{(k^2+\kappa^2)(q^2+\kappa^2)}.$$

Only the factor $k/(k^2+\kappa^2)$ depends on spin. Taking $\Sigma_s\propto T_s$,

$$P_c=\frac{k_\uparrow(k_\downarrow^2+\kappa^2)-k_\downarrow(k_\uparrow^2+\kappa^2)}{k_\uparrow(k_\downarrow^2+\kappa^2)+k_\downarrow(k_\uparrow^2+\kappa^2)}
=\frac{(k_\uparrow-k_\downarrow)(\kappa^2-k_\uparrow k_\downarrow)}{(k_\uparrow+k_\downarrow)(\kappa^2+k_\uparrow k_\downarrow)}.$$

The thickness has cancelled, while the resistance grows as $e^{2\kappa d}$. For $\phi=2$ eV and the free-electron mass, $\kappa=7.245$ nm$^{-1}$; with $k_\uparrow=9$ and $k_\downarrow=2$ nm$^{-1}$,

$$P_c=\frac{7}{11}\times\frac{52.5-18}{52.5+18}=0.311 .$$

Exact wave matching with $q=0.3$ nm$^{-1}$ gives 0.3114 at both 1.0 and 1.5 nm. A tenfold resistance costs $\ln10/(2\kappa)=0.16$ nm. This $P_c$ is an estimate: unequal effective masses, the sum over transverse wavevectors, the spread of thermal energies (which matters because $k_\downarrow$ corresponds to only 0.15 eV) and the band structure of real electrodes are left out. A barrier mass of 0.4 free-electron masses, with the same $\phi$ and $k$, would alone raise it to 0.48. The value of $a_c$ was chosen separately, not computed from $d$. On the dilute channel used here, this 2 eV barrier would reach $5\times10^{-8}\ \Omega\,$m$^2$ only at a thickness below about 0.5 nm; at 1.0 nm its resistance is thousands of times larger or more. A practical contact therefore needs a lower barrier or a denser supply of electrons beside it. A lower barrier also changes $P_c$, which in the formula above turns negative for $\kappa^2<k_\uparrow k_\downarrow$.

## 7. The weight of drift

The channel equations neglected the drift of the spin density. Restoring it, with drift velocity $v=J/(en)$,

$$J_m=e(vs-Ds'),\qquad Ds''-vs'-\frac{s}{\tau}=0 .$$

Set $s\propto e^{-\lambda x/L_N}$ and $a=vL_N/D=eJr_N/kT$. Then $\lambda^2+a\lambda-1=0$, whose decaying solution is $\lambda=-a/2+\sqrt{1+a^2/4}$. The spin current is $J_m=(eD/L_N)(a+\lambda)s$, and $\Delta=2kTs/(en)$, so

$$\frac{\Delta_N}{2J_m}=\frac{r_N}{a+\lambda}=\frac{r_N}{a/2+\sqrt{1+a^2/4}} .$$

Drift away from the contact lowers the effective spin resistance. At $10^5$ A/m$^2$, $a=0.017$ and the reduction is 0.9%, so the linear theory holds. Lowering $r_N$ to $r_F$ in this way would take about $5\times10^{12}$ A/m$^2$. That is impossible in this channel: the drift velocity $J/(en)$ would exceed the speed of light.

## 8. Real contacts

The metal's conductivity and polarisation are of the order found in ferromagnetic transition metals. Its $L_F$ is on the long side, since some alloys have only several nanometres; at fixed $\sigma_F$ and $P_F$ the transparent-contact result falls in proportion. A spin lifetime of 1 ns at room temperature is also long for many semiconductors. A tenfold shorter one lowers $r_N$ by $\sqrt{10}$, which leaves the mismatch enormous.

The assumption most clearly broken is that of a transparent contact. A metal on a moderately doped semiconductor usually forms a Schottky barrier, and ohmic behaviour is commonly obtained by heavy doping that makes this barrier thin enough to tunnel through. At the channel's own density, a Schottky barrier of 0.7 eV would be about 0.3 µm wide (for a relative permittivity of 13) and far too resistive, so the contact of $5\times10^{-8}\ \Omega\,$m$^2$ in section 5 would need a heavily doped layer as well. A good ohmic contact has $a_c$ of very roughly $10^{-11}\ \Omega\,$m$^2$. Such values are reached on heavily doped layers. A direct contact to the channel used here cannot go much below $10^{-10}\ \Omega\,$m$^2$, because its few thermal electrons cross at a limited rate. Nor is a direct contact unselective in the free-electron model: with no barrier $T=4kq/(k+q)^2$, and the wavevectors of section 6 give $P_c=-0.57$, so even at $10^{-10}\ \Omega\,$m$^2$ $P_j$ would be about $-0.02$. The transparent value $4.2\times10^{-7}$, and the gain quoted against it in section 5, refer to an idealised contact. With a thin, heavily doped layer in between, and both spin relaxation in that layer and the small resistance between it and the channel ignored, the model gives about $4\times10^{-7}$ if the contact is not selective, $8\times10^{-4}$ if $P_c=0.31$ and $-8\times10^{-4}$ if $P_c=-0.31$; neither the size nor the sign of $P_c$ for such a contact is computed here. Spin flips at the interface, also neglected, would change these values by an amount the model does not determine.

For a thick, non-degenerate channel at low field, fed by a ferromagnet with $r_F\ll r_N$, the design condition for injection at a single contact is therefore $r_c\gtrsim r_N$ together with a sizeable $P_c$. A poorly conducting ferromagnet whose $r_F$ is comparable with $r_N$ can inject without a barrier. If a second ferromagnetic contact is to detect the spins through the resistance of the device, $r_c$ must not be too large either, because the electrons have to leave the channel before their spins flip. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
largest |network - formula|, 30 random junctions: 4.2e-06
temperature: 300 K; kT/e = 25.85 mV
metal conductivity: 1.0e+07 S/m
metal polarisation P_F: 0.40
metal spin diffusion length: 40 nm
channel electron density: 1.0e+22 m^-3
channel mobility: 0.50 m^2/(V s)
channel spin lifetime: 1.0 ns
channel conductivity: 801.1 S/m
channel diffusion constant: 0.01293 m^2/s
channel spin diffusion length: 3.595 um
conductivity ratio sigma_F/sigma_N: 1.248e+04
r_F: 4.762e-15 ohm m^2
r_N: 4.488e-09 ohm m^2
r_F/r_N: 1.061e-06
P_j, transparent contact: 4.244e-07
barrier height: 2.0 eV
barrier decay constant kappa: 7.245 nm^-1
metal k_up, k_down: 9.0, 2.0 nm^-1
channel wavevector in barrier test: 0.3 nm^-1
P_c, opaque-barrier formula: 0.3114
P_c, exact matching at 1.0 nm: 0.3114
P_c, exact matching at 1.5 nm: 0.3114
thickness per factor 10 in resistance: 0.159 nm
P_j, selective contact of 1e-11 ohm m^2: 7.668e-04
P_j, selective contact of 1e-10 ohm m^2: 7.499e-03
P_j, selective contact of 1e-09 ohm m^2: 6.163e-02
P_j, selective contact of 1e-08 ohm m^2: 2.216e-01
P_j, selective contact of 1e-07 ohm m^2: 2.993e-01
working barrier, resistance times area: 5.0e-08 ohm m^2
working barrier r_c: 5.537e-08 ohm m^2; r_c/r_N = 12.34
P_j, working barrier: 0.2880
P_j/P_c, working barrier: 0.9250
gain over transparent contact: 6.787e+05
P_j, same resistance, not selective: 3.496e-08
r_c for P_j = P_c/2: 4.488e-09 ohm m^2
P_j, metallic channel (5e7 S/m, 400 nm): 0.1493
P_j, channel with sigma_F and 4 um: 0.00471
1 - P_F needed for P_j = 1/2, no barrier: 4.456e-07
current density J: 1.0e+05 A/m^2
drift parameter e J r_N/kT: 0.0174
drift factor on r_N at this J: 0.9914
channel splitting, barrier: 0.2585 mV
channel splitting, open: 0.3809 nV
largest splitting F can supply: 0.3810 nV
splitting needed for P_j = P_F: 0.3590 mV
charge voltage across barrier scale J a_c: 5.00 mV
J for drift to lower r_N to r_F: 5.43e+12 A/m^2
```
